# Quarter-Power Oxygen Law for Holes in Acceptor-Doped Perovskites, part 1

(Sections cited here and not found follow in the second part.)

## I. Defect equilibrium and the quarter-power law

### Definitions and conventions

A perovskite crystal contains oxygen sites at a concentration \(N_O\). Some are empty. The charge of a defect is counted relative to the perfect crystal, so an empty site from which an ion O\(^{2-}\) is missing carries the charge \(+2e\), where \(e>0\). Such a site is called a vacancy, and the concentration of vacancies is \(V\).

Free holes in the valence band have concentration \(p\) and charge \(+e\). Free electrons in the conduction band have concentration \(n\) and charge \(-e\). Acceptor impurities have the fixed total concentration \(A\). An acceptor is either ionized, with charge \(-e\), or neutral, when it has captured a hole. The two concentrations are \(A^-\) and \(A^0\), with

\[
A^-+A^0=A .
\]

All concentrations are in cm\(^{-3}\). The partial pressure of O\(_2\) is \(P\), and \(P_0=760\) Torr is a reference pressure. The temperature is \(T\) and Boltzmann's constant is \(k\). The Fermi level \(E_F\) is the chemical potential of electrons, and \(E_v\) is the top of the valence band.

The following assumptions define the model.

1. The crystal exchanges oxygen with a dry, ideal O\(_2\) gas and has reached equilibrium with it at fixed \(T\). The cations stay in place.
2. The defects do not interact, apart from the requirement that the crystal be neutral as a whole. They are dilute: \(V\ll N_O\), and \(p\) and \(n\) are small compared with the effective densities of states of their bands.
3. Every vacancy has the charge \(+2e\). No charged defects are present other than those just listed.
4. The free energy of forming a defect, apart from its entropy of arrangement, does not depend on the gas pressure.

A fifth assumption, that the dopants fix the vacancy concentration, enters with the theorem. Its content there is a statement about the size of one number.

### The reaction

Oxygen from the gas can fill a vacancy:

\[
\tfrac12\,\mathrm{O_2}+\text{vacancy}^{2+}\;\rightleftharpoons\;\text{lattice oxygen}+2\,\text{holes}^{+}.
\]

One oxygen atom enters on the left and one sits in the lattice on the right. The oxygen site is conserved: it was empty and is now full. The charge is \(+2e\) on both sides. Physically, a neutral atom that settles on the site must become O\(^{2-}\). It takes two electrons from the valence band and leaves two holes there.

### Lemma 1: chemical potentials

*Under assumptions 1, 2 and 4, the chemical potentials of a vacancy, a hole and an O\(_2\) molecule are*

\[
\mu_V=g_V+kT\ln\frac{V}{N_O-V},\qquad
\mu_h=-E_v+kT\ln\frac{p}{N_v},
\]

\[
\mu_{\rm gas}=\mu_0(T)+kT\ln\frac{P}{P_0},
\]

*where \(g_V\), \(N_v\) and \(\mu_0\) do not depend on \(P\).*

**Proof for the vacancy.** Let \(N\) vacancies be distributed over \(M\) sites. They can be arranged in \(M!/[N!(M-N)!]\) ways. If each vacancy adds \(g_V\) to the free energy, the part of the free energy that depends on \(N\) is

\[
F=Ng_V-kT\ln\frac{M!}{N!(M-N)!}.
\]

For large numbers Stirling's formula \(\ln N!\simeq N\ln N-N\) gives

\[
\ln\frac{M!}{N!(M-N)!}\simeq M\ln M-N\ln N-(M-N)\ln(M-N),
\]

because the linear terms \(-M+N+(M-N)\) cancel. The derivative of the right side with respect to \(N\) is

\[
-\ln N-1+\ln(M-N)+1=\ln\frac{M-N}{N}.
\]

Hence \(\mu_V=\partial F/\partial N=g_V+kT\ln[N/(M-N)]\). Dividing \(N\) and \(M\) by the crystal volume gives the stated form.

**Proof for the hole.** Let \(w=E_v-E\ge0\) be the depth of a state below the top of the valence band. For a parabolic band with density-of-states mass \(m\), the number of states per volume and energy, both spins included, is

\[
D(w)=\frac{1}{2\pi^2}\left(\frac{2m}{\hbar^2}\right)^{3/2}\sqrt w .
\]

A state lacks its electron with probability \(1/\{1+\exp[(w+E_F-E_v)/kT]\}\). When holes are dilute the exponential is large and the 1 may be dropped. Then

\[
p=e^{-(E_F-E_v)/kT}\int_0^\infty D(w)\,e^{-w/kT}\,dw .
\]

The integral \(\int_0^\infty\sqrt w\,e^{-w/kT}dw\) equals \(\tfrac12\sqrt\pi\,(kT)^{3/2}\). With \(\hbar=h/2\pi\),

\[
\left(\frac{2m}{\hbar^2}\right)^{3/2}=\left(\frac{8\pi^2m}{h^2}\right)^{3/2}=8\pi^{3/2}\left(\frac{2\pi m}{h^2}\right)^{3/2}.
\]

The numerical factors combine to \(8\pi^{3/2}\cdot\tfrac12\sqrt\pi/(2\pi^2)=2\), so that

\[
p=N_v\,e^{-(E_F-E_v)/kT},\qquad N_v=2\left(\frac{2\pi mkT}{h^2}\right)^{3/2}.
\]

To add a hole is to remove an electron, so \(\mu_h=-E_F\). Solving the last relation for \(E_F\) gives \(E_F=E_v-kT\ln(p/N_v)\), and \(\mu_h\) follows.

**Proof for the gas.** Let \(N\) identical molecules occupy a volume \(\Omega\), and let one molecule have the partition function \(\Omega\,\phi(T)\). The partition function of the gas is \((\Omega\phi)^N/N!\). Stirling's formula gives

\[
F=-kT\,[N\ln(\Omega\phi)-N\ln N+N].
\]

Differentiation with respect to \(N\) gives

\[
\mu_{\rm gas}=-kT\,[\ln(\Omega\phi)-\ln N-1+1]=kT\ln\frac{N}{\Omega\phi}.
\]

The ideal-gas law \(N/\Omega=P/kT\) turns this into \(kT\ln[P/(kT\phi)]\). Splitting off the reference pressure gives the stated form, with \(\mu_0=kT\ln[P_0/(kT\phi)]\). \(\square\)

**Remark on localized holes.** In some oxides a hole sits on one ion and hops, instead of moving in a band. Such holes are counted like vacancies on lattice sites, with \(G\) hole states per volume. The same combinatorial argument gives \(\mu_h=g_h+kT\ln[p/(G-p)]\). For \(p\ll G\) this has the form of Lemma 1 with \(N_v\) replaced by \(G\) and \(-E_v\) by \(g_h\). The dependence on \(\ln p\) is the same, so the pressure exponent below does not depend on which picture holds. The prefactor does.

### Lemma 2: mass action

*Under assumptions 1 to 4,*

\[
\frac{p^2}{V}=K_{ox}\left(\frac{P}{P_0}\right)^{1/2},\qquad
K_{ox}=\frac{N_v^2}{N_O}\,e^{-\Delta G_{ox}/kT},
\]

*where \(\Delta G_{ox}=-2E_v-g_V-\tfrac12\mu_0\) depends on temperature but not on pressure.*

**Proof.** Let the reaction run forward twice, so that a whole molecule is consumed. Two vacancies and one molecule disappear, and four holes appear. At fixed temperature and gas pressure the total Gibbs free energy changes by

\[
4\mu_h-2\mu_V-\mu_{\rm gas}.
\]

At equilibrium this change vanishes. Division by 2 gives

\[
2\mu_h-\mu_V-\tfrac12\mu_{\rm gas}=0 .
\]

This stationary point is a minimum. As the reaction proceeds \(p\) grows and \(V\) falls, so \(\mu_h\) and \(-\mu_V\) both increase while \(\mu_{\rm gas}\) is held constant. The slope of the free energy therefore rises through zero.

Insert Lemma 1 and collect the terms without logarithms into \(\Delta G_{ox}\):

\[
\Delta G_{ox}+2kT\ln\frac{p}{N_v}-kT\ln\frac{V}{N_O-V}-\frac{kT}{2}\ln\frac{P}{P_0}=0 .
\]

Divide by \(kT\), move \(\Delta G_{ox}\) to the other side and take the exponential:

\[
\frac{p^2}{N_v^2}\,\frac{N_O-V}{V}\left(\frac{P}{P_0}\right)^{-1/2}=e^{-\Delta G_{ox}/kT}.
\]

Since \(V\ll N_O\), the factor \(N_O-V\) may be replaced by \(N_O\). Multiplication by \(N_v^2/N_O\) and by \((P/P_0)^{1/2}\) gives the lemma. \(\square\)

The constant \(K_{ox}\) has the unit of a concentration, because two powers of \(p\) stand over one of \(V\). The free energy \(\Delta G_{ox}\) contains the entropy of the gas at \(P_0\), but not the logarithms that describe the dilution of vacancies and holes. Those are written out separately.

Mass action alone does not fix the exponent of \(p\). It connects \(p\), \(V\) and \(P\), and \(V\) may itself depend on \(P\). A second relation is needed.

### Lemma 3: neutrality

*The concentrations obey*

\[
2V+p=n+A^- .
\]

**Proof.** The positive charge per volume is \(2eV+ep\) and the negative charge is \(en+eA^-\). The bulk of the crystal is neutral, so they are equal. Division by \(e\) gives the relation. \(\square\)

At given \(T\) and \(P\) this equation has at most one solution. Raising \(E_F\) lowers \(p\) and \(V\), since both are positively charged, and raises \(n\) and \(A^-\). The difference of the two sides is therefore monotonic in \(E_F\) and can vanish once at most.

### Theorem

*Let assumptions 1 to 4 hold, and define*

\[
p_*=\left(\frac{K_{ox}A}{2}\right)^{1/2}\left(\frac{P}{P_0}\right)^{1/4},\qquad
\delta=\frac{A^0+p-n}{A}.
\]

*Then*

\[
p=p_*\sqrt{1-\delta}.
\]

*If the dopants fix the vacancy concentration, in the sense that \(|\delta|\ll1\), then \(V\simeq A/2\) and, at fixed temperature,*

\[
p\simeq\left(\frac{K_{ox}A}{2}\right)^{1/2}\left(\frac{P}{P_0}\right)^{1/4}\propto P^{1/4}.
\]

**Proof.** Solve Lemma 3 for \(V\) and substitute \(A^-=A-A^0\):

\[
V=\frac{A^--p+n}{2}=\frac{A-A^0-p+n}{2}=\frac A2\,(1-\delta).
\]

Insert this in Lemma 2:

\[
p^2=K_{ox}\left(\frac{P}{P_0}\right)^{1/2}\frac A2\,(1-\delta)=p_*^2\,(1-\delta).
\]

All concentrations are positive, so the positive square root applies. This is the first claim. For \(|\delta|\ll1\) the last factor is close to 1. What remains depends on pressure through \(P^{1/4}\), because \(K_{ox}\) depends on temperature alone and \(A\) is fixed by the composition. \(\square\)

**Remark on the two halves.** The exponent is \(\tfrac12\times\tfrac12\). The first factor arises because one O\(_2\) molecule supplies two atoms, so the chemical potential per atom varies as \(\tfrac12kT\ln P\). The second arises because each atom makes two holes, so \(p\) enters mass action squared. To double the hole concentration the oxygen pressure must rise by the factor \(2^4=16\).

**Remark on the size of the error.** For \(0\le\delta\le1\) one has \(1-\delta\le\sqrt{1-\delta}\le1-\delta/2\). The first inequality holds because the square root of a number between 0 and 1 is not smaller than the number. The second follows on squaring, since \((1-\delta/2)^2=1-\delta+\delta^2/4\). The law thus overestimates \(p\), and the excess relative to \(p_*\) lies between \(\delta/2\) and \(\delta\).

**Remark on the vacancy reservoir.** The holes come from filling vacancies, and yet \(V\) is treated as constant. There is no contradiction. Producing a small number of holes consumes half as many vacancies, and this is a small fraction of a large stock. The acceptors demand positive compensation of total amount \(A\), and nearly all of it is supplied by vacancies. The holes are a minority whose concentration follows the gas.

**Remark on more highly charged acceptors.** Suppose that each acceptor carries the charge \(-ze\) and stays fully ionized. The last term of Lemma 3 becomes \(zA\). When \(p\) and \(n\) are small, \(V\simeq zA/2\). The prefactor of \(p\) then contains \(zA\) in place of \(A\), and the power of \(P\) is unchanged.

**Remark on doping.** At fixed \(P\) and \(T\), the law gives \(p\propto A^{1/2}\). More acceptors bring more vacancies, and more vacancies drive the oxidation reaction forward. The hole concentration rises less than proportionally because the reaction makes two holes at a time.

## II. Local exponent, limits and a worked case

### Symbols and results carried over

The concentrations are \(V\) for doubly charged vacancies, \(p\) for free holes, \(n\) for free electrons and \(A=A^-+A^0\) for ionized and neutral acceptors. The oxygen pressure is \(P\), with \(P_0=760\) Torr. The oxygen-site concentration is \(N_O\), and \(N_v\) is the effective density of states of the valence band, whose top is \(E_v\). Part I gave

\[
\frac{p^2}{V}=K_{ox}\left(\frac P{P_0}\right)^{1/2},\qquad 2V+p=n+A^-,
\]

and, for \(V\simeq A/2\), the law \(p_*=(K_{ox}A/2)^{1/2}(P/P_0)^{1/4}\).

### Lemma 4: carriers and traps

*For dilute carriers, \(pn=K_i\) and \(A^-=AK_A/(K_A+p)\), where \(K_i\) and \(K_A\) depend on temperature alone.*

**Proof.** With \(N_c\) the effective density of states of the conduction band and \(E_g\) the gap, the count made for holes gives \(n=N_ce^{(E_F-E_v-E_g)/kT}\). Multiplied by \(p=N_ve^{-(E_F-E_v)/kT}\), the Fermi level cancels and \(K_i=N_vN_ce^{-E_g/kT}\).

Let the acceptor level lie at \(E_A\), and let the neutral acceptor have \(g\) equivalent states. The ionized acceptor holds one more electron, which gives it the relative weight \(e^{-(E_A-E_F)/kT}\) against \(g\) for the neutral one. Therefore

\[
\frac{A^0}{A^-}=g\,e^{(E_A-E_F)/kT}=\frac{p}{K_A},\qquad K_A=\frac{N_v}{g}e^{-(E_A-E_v)/kT},
\]

where \(e^{-E_F/kT}=(p/N_v)e^{-E_v/kT}\) was used. With \(A^0=A-A^-\) this gives \(A^-(1+p/K_A)=A\). \(\square\)

### Proposition: the local exponent

*Let \(f=A^0/A=p/(K_A+p)\). At fixed temperature*

\[
m\equiv\frac{d\ln p}{d\ln P}=\frac{V}{4V+p+n+A^-f}.
\]

When the dopants fix the vacancy concentration, the hole concentration follows \(p\propto P^{1/4}\), and a formula for the local exponent \(m\) has been stated for the general case. What remains is to prove that formula, examine its limits and test the law in a worked case at 1000 K.
